# Duality and the conductance of a random two-valued square network

**Question**

I am modelling lateral charge hopping in one plane of traps inside a high-k oxide. The traps form a square net. Each bond independently has conductance $g_1$ or $g_2>g_1$, with probability 1/2 each. I am asked to use duality to show that a large net has effective conductance $\sqrt{g_1g_2}$, and to check it numerically.

I know that the dual network has bonds $1/g$. But the dual of my sample is a different sample, so I only get a relation between two different random numbers. How does that fix the conductance of one large network? And could I use the result for polarons in CeO$_2$?

**Answer**

Duality fixes the centre of the distribution of $\ln G$ at every size. A separate argument must show that the distribution becomes narrow. I use atomic units ($e=1$) in the algebra.

**Geometry and power**

Take $n$ rows and $n+1$ columns of sites. The first column is an electrode at potential 1, the last an electrode at 0, and the top and bottom edges are free. There are $n^2$ bonds along the current and $(n-1)^2$ across it. Let $v_b$ be the drop on bond $b$, and $G$ the total current.

For any potential with these electrode values, consider $P=\sum_b g_bv_b^2$. Add to the Kirchhoff solution a change $\eta$ that vanishes on the electrodes. The cross term in $P$ is $2\sum_b g_bv_b(\Delta\eta)_b$. Regrouped by sites, it is $\eta$ times the net current leaving each site, which is zero. The remaining term is nonnegative, so the true potential minimizes $P$. The same regrouping applied to $P$ itself gives voltage times current, so
$$G=\min P=\sum_b g_bv_b^2,\qquad p_b=\frac{g_bv_b^2}{G},\qquad \sum_b p_b=1 .$$
Since $P$ is stationary, $\partial G/\partial g_b=v_b^2$, hence $\partial\ln G/\partial\ln g_b=p_b$.

**Duality for one sample**

Current is conserved at every interior site. One can therefore define a stream function $\psi$ on the faces of the net, whose difference across bond $b$ is the current $i_b=g_bv_b$. Set $\psi=0$ above the top row; then $|\psi|=G$ below the bottom row.

Now read $\psi$ as the potential of a dual network with a bond $1/g_b$ crossing each original bond. Its bond current is
$$\frac{1}{g_b}\,i_b=v_b .$$
The voltage drops around a face sum to zero, so these dual currents obey Kirchhoff's current law. The total dual voltage is $G$. The total dual current is the sum of $v_b$ along the top row, which is 1. Therefore
$$G^*[1/g]=\frac1{G[g]} .$$

The dual has $n$ columns of $n$ bonds in series from top to bottom, and $(n-1)^2$ transverse bonds. After a quarter turn it is the original shape.

**From two samples to one distribution**

Multiply all dual conductances by $g_1g_2$. Conductance is linear in a common factor, so
$$G^*[g_1g_2/g]=\frac{g_1g_2}{G[g]} .$$
The map $g_b\to g_1g_2/g_b$ swaps $g_1$ and $g_2$. With equal probabilities and independent bonds, the swapped network has the same statistics as the original. Thus $G$ and $g_1g_2/G$ have the same distribution: $\ln G$ is symmetric about $\tfrac12\ln(g_1g_2)$, and
$$\langle\ln G\rangle=\tfrac12\ln g_1+\tfrac12\ln g_2\quad\text{for every }n .$$
Differentiating with respect to $\ln g_1$ shows that the weak bonds dissipate, on average, half the power.

**Why one large sample is enough**

Write each bond's state as $s_b=\pm1$ and expand $\ln G=\sum_S c_S\prod_{b\in S}s_b$ over sets of bonds $S$. These products are orthonormal under the average, so $\mathrm{Var}\ln G=\sum_{S\ne\emptyset}c_S^2$. Let $D_b$ be the rise of $\ln G$ when $b$ is switched from weak to strong. Only sets containing $b$ contribute, each with a factor 2, so $\tfrac14\langle D_b^2\rangle=\sum_{S\ni b}c_S^2$. Summing over $b$ counts each set $|S|\ge1$ times:
$$\mathrm{Var}\ln G\le\tfrac14\sum_b\langle D_b^2\rangle .$$

To bound $D_b$, use the potential of the network with $b$ weak as a trial potential after the switch. The minimum principle gives $G_{\rm strong}\le G_{\rm weak}+(g_2-g_1)v_b^2$. With $R=g_2/g_1$ and $\ln(1+x)\le x$,
$$0\le D_b\le\frac{(g_2-g_1)v_b^2}{G_{\rm weak}}=(R-1)\,p_b\big|_{b\ \rm weak}.$$
$D_b$ does not depend on the present state of $b$, so its mean square is twice the contribution from samples where $b$ is weak. Hence
$$\mathrm{Var}\ln G\le\tfrac12(R-1)^2\Big\langle\sum_{\rm weak}p_b^2\Big\rangle
\le\tfrac12(R-1)^2\Big\langle\max_{\rm weak}p_b\Big\rangle,$$
the last step because $\sum_b p_b=1$.

It remains to show that no weak bond keeps a finite share of the power. Around an endpoint of $b$, draw square rings at distances $k=1,\dots,K$, with $K=\lfloor(n-1)/2\rfloor$. Each interior site's potential is a weighted average of its neighbours' potentials. Inside a ring, the potential therefore lies between its extremes on the ring and on any electrode sites enclosed. A free edge only removes neighbours, and an electrode has no drop along it. With this $K$, a box cannot extend past both free edges or reach both electrodes, so the boundary values are joined by one path. Hence
$$|v_b|\le\sum_{e\in\text{ring }k}|v_e|,\qquad v_b^2\le 8k\sum_{e\in\text{ring }k}v_e^2,$$
by Cauchy–Schwarz, since a ring has at most $8k$ bonds. Divide by $8k$ and sum over the disjoint rings. With $H_K=\sum_{k=1}^K1/k$,
$$\frac{H_K}{8}v_b^2\le\sum_ev_e^2\le\frac{G}{g_1}.$$
For a weak bond this says $p_b=g_1v_b^2/G\le8/H_K$, so
$$\mathrm{Var}\ln G\le\frac{4(R-1)^2}{H_K}\longrightarrow0 .$$
By Chebyshev's inequality, $G\to\sqrt{g_1g_2}$ in probability. A uniform net of this shape has $G=g$, so this limit is also the sheet conductance. The bound decays only logarithmically; it proves the limit but does not estimate the actual spread.

**Limits and conditions**

For weak contrast, $g_{1,2}=\bar g(1\mp\delta)$, the result is $\bar g\sqrt{1-\delta^2}\approx\bar g(1-\delta^2/2)$: the arithmetic mean is lowered by half the relative variance.

The proof needs finite $R$. If $g_1\to0$ at fixed $n$, $G$ either stays of order $g_2$, when strong bonds connect the electrodes, or falls in proportion to $g_1$. The symmetry exchanges these outcomes, so each has probability 1/2. So at fixed $n$ the ratio $G/\sqrt{g_1g_2}$ tends to infinity or to zero as $g_1\to0$, whereas at fixed $R$ it tends to 1 as $n$ grows. For this ratio the large-size and infinite-contrast limits do not commute.

If the strong fraction is $q\ne1/2$, duality relates $q$ to $1-q$:
$$\langle\ln G\rangle_q+\langle\ln G\rangle_{1-q}=\ln(g_1g_2).$$
It no longer fixes either term.

**Numerical check**

I used $R=47.9$, so $\sqrt{g_1g_2}=6.918\,g_1$. For $n=3$ all 8192 configurations can be enumerated. They give $\exp\langle\ln G\rangle=6.918\,g_1$ and a weak-bond power share of 0.500. The arithmetic mean of $G$ is $11.2\,g_1$, so in a small sample it matters that the logarithm is averaged.

For larger random networks:

| $n$ | samples | $\exp\langle\ln G\rangle/\sqrt{g_1g_2}$ | standard deviation of $\ln G$ |
|---:|---:|---:|---:|
| 20 | 200 | 1.003 | 0.164 |
| 40 | 100 | 1.005 | 0.076 |
| 80 | 40 | 1.007 | 0.046 |
| 160 | 12 | 0.998 | 0.014 |

The spread falls roughly as $1/n$ over this range; its last value rests on only 12 samples. The arithmetic and harmonic means of the bonds would be 3.53 and 0.283 on the same scale. With 40% and 60% strong bonds, ten networks each at $n=80$ gave 0.551 and 1.783. Their product is 0.98, consistent with the relation between $q$ and $1-q$, while neither is near 1.

**A cerium plane of CeO$_2$**

The cerium sites of one (001) plane do form a square net. With a rough lattice constant of 0.541 nm, the hop length is $d=0.541/\sqrt2=0.383$ nm. Let small polarons hop between sites of equal energy and filling $f$, at rate $\Gamma=\nu e^{-E/k_BT}$. A small voltage $V$ along a bond changes the two hop rates by $e^{\pm V/2k_BT}$. With uncorrelated occupations, the current is
$$\Gamma f(1-f)\left(e^{V/2k_BT}-e^{-V/2k_BT}\right)\approx\frac{\Gamma f(1-f)}{k_BT}V .$$
The coefficient of $V$ is the bond conductance $g$; SI units restore a factor $e^2$. For two barriers $E_1,E_2$ with the same $\nu$, the geometric mean contains the average barrier $\bar E=(E_1+E_2)/2$. Dividing the sheet conductance by the carrier density $f/d^2$ gives the mobility
$$\mu=\frac{\nu d^2(1-f)}{k_BT}e^{-\bar E/k_BT}.$$

Take barriers of 0.40 and 0.50 eV, $\nu=10^{13}$ Hz and $f=0.01$. At 300 K the bonds are $1.170\times10^{-13}$ and $2.445\times10^{-15}$ S, so the sheet conductance is
$$\sqrt{(1.170\times10^{-13})(2.445\times10^{-15})}=1.69\times10^{-14}\ \text{S}.$$
The density is $6.83\times10^{12}$ cm$^{-2}$, and
$$\mu=\frac{1.69\times10^{-14}}{(1.602\times10^{-19})(6.83\times10^{12})}\approx1.5\times10^{-8}\ \text{cm}^2/\text{Vs}.$$
At 400 K, with filling and barriers held fixed, it is $9.0\times10^{-7}$ cm$^2$/Vs. After removal of the $1/k_BT$ prefactor, networks solved at both temperatures give a barrier of 0.450 eV, the average of the two. For a patch 61 nm wide ($n=160$), the $1/n$ trend from the smaller networks gives a spread in conductance of about 2%, while the table gives 1.4% from only 12 samples; 1.5 to 2% is as much as these data fix.

**Can you use it for a real film?**

Only if the plane is electrically isolated. Barriers of a few tenths of an eV are a rough typical scale for polarons in CeO$_2$, but the equal two-barrier mixture is a model. In a film, each cerium site also has eight neighbours in adjacent planes. The network is then not planar, and the stream-function argument fails. Solving the fcc network with the same bond mixture gives 5.9 times the planar conductance per plane: a factor 2 from the additional paths, which a uniform network also shows, and a factor 2.95 by which the effective bond conductance of the fcc network exceeds $\sqrt{g_1g_2}$. These values come from four samples of a bulk network, periodic across the planes and 16 layers long along the current; larger bulk networks give about 5.75 to 5.8. A film with free surfaces lacks interplane bonds at its two faces. For $N$ planes the uniform factor is $(2N-1)/N$ instead of 2, and the mixture gives about 3.7, 4.7 and 5.6 for 2, 4 and 16 planes, rising with thickness towards the bulk value.

Other omissions, each sized separately at 300 K, include:

- **Unequal site energies.** A Gaussian spread of 0.05 eV at fixed filling multiplies the planar conductance by 0.20, if each hop's barrier shifts by half the difference in site energy. The factor depends on this rule: if uphill barriers rise by the full difference and downhill ones stay unchanged, it is about 0.07. This factor was not computed together with the fcc one, so the two should not simply be multiplied.
- **Lateral field.** At 0.1 MV/cm the mean drop per hop is 0.0038 V. In one $n=40$ network the largest drop was 7.1 times the mean, comparable to $k_BT=0.0259$ eV, yet the total conductance rose by only 0.55%. This assumes that each bond's whole drop is electrostatic. If the electric field is uniform instead, the occupations carry the uneven part of the drop. In periodic $n=40$ networks at fixed mean filling, the conductance then falls by a little under 1% on average, with single networks between about −2% and +0.5%. Between electrodes that hold the end occupations fixed, the filling inside also changes, and the current in such small networks can shift by several per cent or more. At 1 MV/cm even the mean drop exceeds $k_BT$. The conductance then changes by roughly +35 to +40% if the whole drop is electrostatic, and by about −14% on average (single networks between about −10 and −20%) in a uniform field at fixed filling, so the linear result is only a rough estimate there.
- **Nuclear tunnelling.** The leading correction for a parabolic barrier top, $1+(h\nu/k_BT)^2/24$, is 1.11 if its frequency equals $\nu$. It then multiplies both bond types equally.
- **Polaron repulsion.** At the mean spacing of 3.8 nm, with a rough relative permittivity of 23, it is 0.016 eV. That is not small beside $k_BT$, so uncorrelated occupation is a rough approximation here.

The numerical output below lists the inputs and most of the results quoted here.

## Computed values

```
Ce-Ce hop length: 0.3825 nm (lattice 0.541 nm)
barriers: 0.40 and 0.50 eV
attempt frequency: 1.0e+13 Hz; filling: 0.01
kT at 300 K: 0.02585 eV
bond ratio g2/g1: 47.855; sqrt: 6.9177
duality n=12: G = 0.888393, G* = 1.125628
  product G G* = 1.0000000000
n=3, 8192 cases: exp<ln G>/g1 = 6.917721
  arithmetic mean of G/g1 = 11.1768
  mean power share of weak bonds = 0.500000
  Var ln G = 1.0886; jump bound = 1.7171
  power bound = 122.10
random networks: n, samples, exp<ln G>/sqrt(g1g2), sd of ln G
    20  200 1.0030 0.1636
    40  100 1.0052 0.0761
    80   40 1.0073 0.0458
   160   12 0.9982 0.0140
  weak-bond power share at n=160: 0.5007
  side of n=160 patch: 61.2 nm
  arithmetic mean/sqrt(g1g2): 3.531
  harmonic mean/sqrt(g1g2): 0.283
ring test: largest bond drop/ring sum = 1.000 (limit 1)
40% strong bonds: G/sqrt(g1g2) = 0.551
60% strong bonds: G/sqrt(g1g2) = 1.783
network barrier, 300-400 K: 0.4501 eV
strong bond: 1.170e-13 S
weak bond: 2.445e-15 S
polaron density: 6.833e+12 cm^-2
300 K: sheet 1.691e-14 S, mobility 1.545e-08 cm2/Vs
400 K: sheet 9.844e-13 S, mobility 8.991e-07 cm2/Vs
neglected effects at 300 K:
  fcc effective bond/sqrt(g1g2): 2.954
  fcc film, conductance per plane/planar law: 5.909
  site spread 0.05 eV: G factor 0.204
  field 0.1 MV/cm: mean drop per hop 0.00383 V
    largest drop/mean drop: 7.10
    conductance rise: 0.550 %
  nuclear tunnelling, leading factor: 1.107
  polaron spacing: 3.83 nm; permittivity 23
  repulsion at that spacing: 0.0164 eV
```
